**Frustrated short-range order and the fcc ordering diagram**

The program compares Bragg–Williams, pair and tetrahedron approximations for an fcc alloy with nearest-neighbour ordering energy J, where M is the mean spin, x_B = (1−M)/2 and c is the mean neighbour spin product. It asserts that the full Bragg–Williams coexistence lines near M = 0 agree within 1% with the two derived parabolas, which close at kT = 4J. It also asserts the pair and tetrahedron stiffness formulas against numerical free energies or responses, and finds no ordered equiatomic state below disorder in the pair approximation among the states sampled. In the tetrahedron approximation the equiatomic transition is first order at kT = 1.893J, and the three phases have equal free energy at kT = 1.612J, away from x_B = 1/2. The Monte Carlo sampler is asserted against exact enumeration of a 16-site crystal. On 2048 sites the tetrahedron method is required to recover the Monte Carlo value of c to within a quarter; the output shows 96% at kT = 4J and 91% at 2J. At kT = 1.5J the Monte Carlo runs show L1₀ at h = 0, disorder at h = 4J and L1₂ at h = 8J.

## Numerical check

```python
# Result under test: for the fcc nearest-neighbour ordering alloy, Bragg-Williams
# (BW) makes disorder, L12 and L10 meet at M=0, kT=4J. Frustrated short-range
# order makes the equiatomic transition first order and separates the fields.
# Energy: J*sum(s_i s_j) - h*sum(s_i), s=+1 (A), -1 (B), J=1 in the program.
# M = mean spin, x_B=(1-M)/2, c = mean nearest-neighbour product <s_i s_j>.
# Four sublattices have means m_a; eta = L10 amplitude; Phi = grand potential/site.
from itertools import combinations, permutations, product
import numpy as np
import mpmath as mp
from scipy.constants import k as k_B, e as e_charge
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import xlogy

rng = np.random.default_rng(7)
PAIRS = list(combinations(range(4), 2))
SIGN10 = np.array([1.0, 1.0, -1.0, -1.0])

# ---------- Bragg-Williams: full equations against the local expansion ----------
mp.mp.dps = 30


def bw_phi(m, kT, h):
    energy = sum(m[a] * m[b] for a, b in PAIRS) - h * sum(m) / 4
    minus_s = sum((1 + s * v) / 2 * mp.log((1 + s * v) / 2)
                  for v in m for s in (1, -1))
    return energy + kT * minus_s / 4


def bw_force(m, a, kT, h):
    return h - 4 * (sum(m) - m[a]) - kT * mp.atanh(m[a])


def bw_disorder_l12(M0, guess):
    M0 = mp.mpf(M0)

    def equations(kT, a, b):
        h = 12 * M0 + kT * mp.atanh(M0)
        m = [a, a, a, b]
        gap = bw_phi(m, kT, h) - bw_phi([M0] * 4, kT, h)
        return [bw_force(m, 0, kT, h) / M0**3,
                bw_force(m, 3, kT, h) / M0**3, gap / M0**4]
    return mp.findroot(equations, guess, tol=1e-18, maxsteps=60)


def bw_l12_l10(M_scale):
    s = mp.mpf(M_scale)
    h = 16 * s
    y = (9 + 3 * mp.sqrt(2)) / 7
    u = 4 * y - 3
    eta = mp.sqrt(3 * u)

    def equations(kT, a, b, c, d):
        m12, m10 = [a, a, a, b], [c, c, d, d]
        return [bw_force(m12, 0, kT, h) / s**3, bw_force(m12, 3, kT, h) / s**3,
                bw_force(m10, 0, kT, h) / s**3, bw_force(m10, 2, kT, h) / s**3,
                (bw_phi(m12, kT, h) - bw_phi(m10, kT, h)) / s**4]
    guess = (4 * (1 - (1 + u) * s**2), s * (1 + y), s * (1 - 3 * y),
             s * (1 + eta), s * (1 - eta))
    return mp.findroot(equations, guess, tol=1e-18, maxsteps=60)


M_small = mp.mpf('0.01')
first = bw_disorder_l12(M_small, (4 * (1 - 13 * M_small**2 / 21),
                                  M_small * 11 / 7, -M_small * 5 / 7))
assert first[1] - first[2] > M_small
M_first = (M_small + (3 * first[1] + first[2]) / 4) / 2
coef_dis = float((1 - first[0] / 4) / M_first**2)
second = bw_l12_l10(M_small)
assert second[1] - second[2] > M_small and second[3] - second[4] > M_small
M_second = ((3 * second[1] + second[2]) / 4 + (second[3] + second[4]) / 2) / 2
coef_ord = float((1 - second[0] / 4) / M_second**2)
law_dis, law_ord = 13 / 21, (22 + 12 * np.sqrt(2)) / 7
assert abs(coef_dis / law_dis - 1) < 0.01
assert abs(coef_ord / law_ord - 1) < 0.01

bw_line, previous, M_previous = [], first, M_small
for M0 in (0.1, 0.2, 0.3, 0.4, 0.5):
    M0 = mp.mpf(M0)
    ratio = M0 / M_previous
    guess = (4 - (4 - previous[0]) * ratio**2,
             previous[1] * ratio, previous[2] * ratio)
    previous, M_previous = bw_disorder_l12(M0, guess), M0
    assert previous[1] - previous[2] > M0 / 2
    bw_line.append(float(previous[0]))
assert np.all(np.diff([4.0] + bw_line) < 0)


# Unrestricted minimum of the local expansion, in units M=1, for each u
def local_g(amplitudes, u):
    p, q, r = amplitudes
    d = np.array([p + q + r, p - q - r, -p + q - r, -p - q + r])
    return -u * np.sum(d**2) / 2 + np.sum(d**3) / 3 + np.sum(d**4) / 12


for u in (-0.5, -0.35, 0.5, 4.3, 4.8, 8.0):
    found = min(minimize(local_g, rng.normal(size=3) * 2, args=(u,)).fun
                for _ in range(14))
    found = min(found, 0.0)
    g12 = 0.0
    if 36 + 84 * u > 0:
        y = (6 + np.sqrt(36 + 84 * u)) / 14
        g12 = y**3 * (4 - 7 * y)
    g10 = -3 * u**2 if u > 0 else 0.0
    assert abs(found - min(0.0, g12, g10)) < 1e-5 * (1 + abs(found))
    if u > 0:
        assert (g10 < g12) == (u > law_ord - 1)


# ---------- Pair approximation: short-range order without frustration ----------
def pair_free_energy(m, kT):
    q = np.exp(-4 / kT)
    total = 0.0
    for a, b in PAIRS:
        s, d = m[..., a] + m[..., b], m[..., a] - m[..., b]
        root = np.sqrt((1 + q)**2 - (1 - q) * (1 - q - s**2 + q * d**2))
        c = (root - (1 + q)) / (1 - q)
        total = total + c / kT
        for y in (1 + s + c, 1 - s + c, 1 + d - c, 1 - d - c):
            y = np.maximum(y / 4, 0)
            total = total + xlogy(y, y)
    for a in range(4):
        for x in ((1 + m[..., a]) / 2, (1 - m[..., a]) / 2):
            total = total - 11 / 4 * xlogy(x, x)
    return kT * total


trial = rng.normal(size=(4000, 4))
trial -= trial.mean(axis=1, keepdims=True)
trial *= (rng.uniform(0.02, 0.999, 4000) / np.abs(trial).max(axis=1))[:, None]
trial = np.vstack([trial, np.linspace(0.02, 0.999, 200)[:, None] * SIGN10])
for kT in np.linspace(0.6, 6, 28):
    F0 = pair_free_energy(np.zeros(4), kT)
    assert np.min(pair_free_energy(trial, kT) - F0) > 0
    c = -np.tanh(1 / kT)
    stiffness = (1 + 4 * c + 11 * c**2) / (1 - c**2)
    numeric = 2 * (pair_free_energy(0.01 * SIGN10, kT) - F0) / (kT * 1e-4)
    assert abs(numeric / stiffness - 1) < 0.01
kT_bound_broken = 1 / np.arctanh(1 / 3)

# ---------- Tetrahedron cluster variation method ----------
STATES = np.array(list(product([1, -1], repeat=4)), float)
PAIR_SUM = sum(STATES[:, a] * STATES[:, b] for a, b in PAIRS)
assert PAIR_SUM.min() / 6 == -1 / 3
rows, weights = [], []
for a, b in PAIRS:
    for sa, sb in product([1, -1], repeat=2):
        rows.append((STATES[:, a] == sa) & (STATES[:, b] == sb))
        weights.append(0.5)
for a in range(4):
    for sa in (1, -1):
        rows.append(STATES[:, a] == sa)
        weights.append(-5 / 8)
MARGINAL = np.array(rows, float)
MARGINAL_T = np.ascontiguousarray(MARGINAL.T)
weights = np.array(weights)
SEED10 = 0.95 * SIGN10
SEED12 = np.array([0.95, 0.95, 0.95, -0.9])
projectors = {}


def symmetry_projector(labels):
    """Average over the sublattice permutations that leave the labels unchanged."""
    key = tuple(labels)
    if key not in projectors:
        average = np.zeros((16, 16))
        for perm in permutations(range(4)):
            if all(key[perm[a]] == key[a] for a in range(4)):
                images = (1 - STATES[:, list(perm)]) / 2 @ [8, 4, 2, 1]
                average[np.arange(16), images.astype(int)] += 1
        projectors[key] = average / average.sum(axis=1, keepdims=True)
    return projectors[key]


def tetra(kT, h, seed=None, staggered=0.0):
    """Stationary state with the symmetry of its seed (None: disorder).

    Returns Phi, sublattice means, c and entropy/k.
    """
    labels = np.zeros(4) if seed is None else np.asarray(seed, float)
    project = symmetry_projector(labels + staggered * SIGN10)
    if seed is None:
        seed = np.full(4, min(0.8, h / 16))
    z = np.prod((1 + STATES * seed) / 2, axis=1)
    e = (PAIR_SUM - STATES @ (h + staggered * SIGN10) / 4) / kT
    for _ in range(4000):
        log_z = MARGINAL_T @ (weights * np.log(MARGINAL @ z)) - e / 2
        new = project @ np.exp(log_z - log_z.max())
        new /= new.sum()
        change = np.abs(new - z).max()
        z = new
        if change < 1e-9:
            break
    p = MARGINAL @ z
    entropy = -2 * np.sum(xlogy(z, z)) + 2 * np.sum(weights * xlogy(p, p))
    return kT * (z @ e - entropy), z @ STATES, z @ PAIR_SUM / 6, entropy


def transition(h, seed, low, high, steps=16):
    for _ in range(steps):
        kT = (low + high) / 2
        if tetra(kT, h, seed)[0] < tetra(kT, h)[0] - 1e-9:
            low = kT
        else:
            high = kT
    return (low + high) / 2


# L10 stiffness from a real staggered-field response, and its zero
_, m, _, _ = tetra(2.5, 0, staggered=0.01)
c = tetra(2.5, 0)[2]
assert abs((0.01 / 2.5) / (m @ SIGN10 / 4) / ((1 + 5 * c) / (1 + c)) - 1) < 2e-3
t = brentq(lambda v: v - 4 / 3 / v**3 - 2 * np.sqrt(2 / 3), 1.1, 4)
kT_unstable = 1 / np.log(t)
assert abs(tetra(kT_unstable, 0)[2] + 0.2) < 1e-5

kT10 = transition(0.0, SEED10, 1.5, 2.3, 20)
dis, l10 = tetra(kT10 - 1e-5, 0), tetra(kT10 - 1e-5, 0, SEED10)
eta10 = l10[1] @ SIGN10 / 4
assert eta10 > 0.3 and kT10 > kT_unstable + 0.05
below = 0.995 * kT10
phi10 = tetra(below, 0, SEED10)[0]
assert min(tetra(below, 0)[0], tetra(below, 0, SEED12)[0]) > phi10 + 1e-4

peak = minimize_scalar(lambda h: -transition(h, SEED12, 1.4, 2.3),
                       bounds=(5.5, 10.5), method='bounded',
                       options={'xatol': 0.02})
h12, kT12 = peak.x, -peak.fun
M12_dis = tetra(kT12 - 1e-4, h12)[1].mean()
M12_ord = tetra(kT12 - 1e-4, h12, SEED12)[1].mean()
assert abs(M12_dis - M12_ord) < 0.01


def ordered_crossing(kT):
    """Field above which L12 has lower Phi than L10 (upper end of the bracket)."""
    low, high = 2.0, 7.0
    for _ in range(14):
        h = (low + high) / 2
        if tetra(kT, h, SEED12)[0] < tetra(kT, h, SEED10)[0] - 1e-9:
            high = h
        else:
            low = h
    return high


low, high = 0.6, 1.9
for _ in range(13):
    kT = (low + high) / 2
    h = ordered_crossing(kT)
    if tetra(kT, h, SEED10)[0] < tetra(kT, h)[0] - 1e-9:
        low = kT
    else:
        high = kT
kT3 = low
h3 = ordered_crossing(kT3)
triple = [tetra(kT3, h3, s) for s in (None, SEED12, SEED10)]
assert np.ptp([p[0] for p in triple]) < 1e-3
assert np.ptp(triple[1][1]) > 0.3 and np.ptp(triple[2][1]) > 0.3
x3 = [(1 - p[1].mean()) / 2 for p in triple]
assert 0.61 < kT3 < min(kT10, kT12) - 0.05 and max(x3) < 0.49

# Search from lower-symmetry starts at the same temperature and field
low_symmetry_seeds = [[0.95, 0.95, 0.2, -0.9], [0.8, 0.8, -0.3, -0.9],
                      [0.6, 0.6, 0.9, -0.9], [0.9, 0.5, 0.0, -0.95]]
low_symmetry_seeds += list(rng.uniform(-0.9, 0.95, size=(6, 4)))
lowest = min((tetra(kT3, h3, s) for s in low_symmetry_seeds),
             key=lambda r: r[0])
low_symmetry_gap = lowest[0] - min(p[0] for p in triple)

# Free-energy lowering by correlations, at the tetrahedron L10 transition
m_bw = brentq(lambda v: v - np.tanh(4 * v / kT10), 0.1, 1)
s_bw = -sum(xlogy(x, x) for x in ((1 + m_bw) / 2, (1 - m_bw) / 2))
F_bw_dis, F_bw_10 = -kT10 * np.log(2), -2 * m_bw**2 - kT10 * s_bw
gain_dis, gain_10 = F_bw_dis - dis[0], F_bw_10 - l10[0]
assert gain_dis > gain_10 > 0


# ---------- Monte Carlo of the model itself ----------
def fcc_neighbours(box):
    """Neighbour table (12, sites) of a periodic box; sites grouped by sublattice."""
    box = np.array(box)
    offsets = np.array([[0, 0, 0], [0, 1, 1], [1, 0, 1], [1, 1, 0]])
    cells = np.array(list(product(*[range(n) for n in box])))
    positions = np.vstack([2 * cells + o for o in offsets])
    index = np.full(tuple(2 * box), -1)
    index[tuple(positions.T)] = np.arange(len(positions))
    shifts = [v for v in product([-1, 0, 1], repeat=3) if np.abs(v).sum() == 2]
    table = np.array([index[tuple(((positions + v) % (2 * box)).T)]
                      for v in shifts])
    assert table.shape[0] == 12 and table.min() >= 0
    return table


CRYSTAL = fcc_neighbours((8, 8, 8))


def monte_carlo(kT, h, start, sweeps=3000, table=CRYSTAL):
    """Heat bath; returns mean c, long-range order sqrt(sum delta^2/4), and M."""
    size = table.shape[1] // 4
    blocks = [slice(a * size, (a + 1) * size) for a in range(4)]
    near_blocks = [np.ascontiguousarray(table[:, b]) for b in blocks]
    spin = np.repeat(np.array(start, float), size)
    samples = []
    for sweep in range(sweeps):
        for block, near in zip(blocks, near_blocks):
            field = h - spin[near].sum(axis=0)
            up = rng.random(size) < 0.5 * (1 + np.tanh(field / kT))
            spin[block] = np.where(up, 1.0, -1.0)
        if sweep >= sweeps // 3 and sweep % 5 == 0:
            c = np.mean(spin * spin[table].sum(axis=0)) / 12
            m = spin.reshape(4, size).mean(axis=1)
            samples.append((c, np.sqrt(np.mean((m - m.mean())**2)), m.mean()))
    return np.mean(samples, axis=0)


START10, START12 = [1, 1, -1, -1], [1, 1, 1, -1]

# Sampler against all 2^16 states of a 16-site periodic crystal
small = fcc_neighbours((2, 2, 1))
links = np.zeros((16, 16))
np.add.at(links, (np.tile(np.arange(16), (12, 1)), small), 1)
every = 1.0 - 2.0 * ((np.arange(2**16)[:, None] >> np.arange(16)) & 1)
bond_sum = np.sum(every * (every @ links), axis=1) / 2
energy = bond_sum - 1.0 * every.sum(axis=1)
boltzmann = np.exp(-(energy - energy.min()) / 4.0)
boltzmann /= boltzmann.sum()
c_exact, M_exact = boltzmann @ bond_sum / 96, boltzmann @ every.mean(axis=1)
mc_small = monte_carlo(4.0, 1.0, START10, sweeps=20000, table=small)
assert abs(mc_small[0] - c_exact) < 0.012
assert abs(mc_small[2] - M_exact) < 0.012

# Short-range order that BW sets to zero: the tetrahedron method must recover it
# to within a quarter; it leaves out correlations beyond one tetrahedron.
mc4, mc2 = monte_carlo(4.0, 0, START10), monte_carlo(2.0, 0, START10)
c4, c2 = tetra(4.0, 0)[2], tetra(2.0, 0)[2]
assert mc4[1] < 0.3
assert mc2[1] < 0.3
assert abs(mc4[0] - c4) < 0.25 * abs(mc4[0])
assert abs(mc2[0] - c2) < 0.25 * abs(mc2[0])
kT_mc = 1.5
mc_10 = monte_carlo(kT_mc, 0, START10)
mc_mid10 = monte_carlo(kT_mc, 4, START10)
mc_mid12 = monte_carlo(kT_mc, 4, START12)
mc_12 = monte_carlo(kT_mc, 8, START12)
assert mc_10[1] > 0.6
assert mc_12[1] > 0.5
assert mc_mid10[1] < 0.3
assert mc_mid12[1] < 0.3

# ---------- Numbers for the worked example ----------
J_meV = 20.0
kelvin = J_meV * 1e-3 * e_charge / k_B
print(f"Input J = {J_meV:.1f} meV; J/k = {kelvin:.2f} K")
print(f"BW meeting point: kT = 4 J, T = {4*kelvin:.1f} K, x_B = 0.5")
print(f"BW disorder-L12 coefficient: full {coef_dis:.4f}, law {law_dis:.4f}")
print(f"BW L12-L10 coefficient: full {coef_ord:.4f}, law {law_ord:.4f}")
print(f"  (both coefficients evaluated near M = {float(M_small):.2f})")
for M0, kT in zip((0.1, 0.2, 0.3, 0.4, 0.5), bw_line):
    print(f"BW disorder-L12, disordered x_B={(1-M0)/2:.2f}: kT = {kT:.4f} J")
print(f"Pair approx. breaks c >= -1/3 below kT = {kT_bound_broken:.4f} J")
print(f"Pair approx. lower bound of 1+4c+11c^2: {1-4/11:.4f}")
print(f"Tetrahedron L10 instability: kT = {kT_unstable:.4f} J at c = -0.2")
print(f"Tetrahedron L10 transition: kT = {kT10:.4f} J, T = {kT10*kelvin:.1f} K")
print(f"  ratio BW/tetrahedron = {4/kT10:.3f}; L10 amplitude jump = {eta10:.4f}")
print(f"  disorder: c = {dis[2]:.4f}, E = {6*dis[2]:.4f} J, S/k = {dis[3]:.4f}")
print(f"  L10: c = {l10[2]:.4f}, E = {6*l10[2]:.4f} J, S/k = {l10[3]:.4f}")
print(f"  random-mixing entropy ln 2 = {np.log(2):.4f} k")
print(f"  F disorder: BW {F_bw_dis:.4f} J, tetrahedron {dis[0]:.4f} J")
print(f"  F L10: BW {F_bw_10:.4f} J, tetrahedron {l10[0]:.4f} J")
print(f"  lowering: disorder {gain_dis:.4f} J, L10 {gain_10:.4f} J")
print(f"Tetrahedron L12 maximum: kT = {kT12:.4f} J, T = {kT12*kelvin:.1f} K")
print(f"  at h = {h12:.2f} J, x_B = {(1-(M12_dis+M12_ord)/2)/2:.3f}")
print(f"Disorder-L12-L10 equal Phi: kT = {kT3:.3f} J, T = {kT3*kelvin:.0f} K")
print(f"  h = {h3:.3f} J")
print(f"  x_B: disorder {x3[0]:.3f}, L12 {x3[1]:.3f}, L10 {x3[2]:.3f}")
print(f"  lower-symmetry search: lowest Phi minus these = {low_symmetry_gap:.1e} J")
print("  its sublattice means:", " ".join(f"{v:.3f}" for v in lowest[1]))
print(f"16-site check, kT=4 J, h=1 J: c exact {c_exact:.4f}, MC {mc_small[0]:.4f}")
print(f"Monte Carlo sites: {CRYSTAL.shape[1]}")
print(f"kT=4 J, h=0: c MC {mc4[0]:.4f}, tetrahedron {c4:.4f}, BW 0")
print(f"kT=2 J, h=0: c MC {mc2[0]:.4f}, tetrahedron {c2:.4f}, BW disorder 0")
print(f"  tetrahedron/MC ratio of c: {c4/mc4[0]:.3f} (4 J), {c2/mc2[0]:.3f} (2 J)")
print(f"  MC long-range order at kT=2 J: {mc2[1]:.3f}")
print(f"MC long-range order at kT = {kT_mc:.1f} J (perfect L10 1, L12 0.866):")
for label, r in (("h=0, L10 start", mc_10), ("h=4 J, L10 start", mc_mid10),
                 ("h=4 J, L12 start", mc_mid12), ("h=8 J, L12 start", mc_12)):
    print(f"  {label}: order {r[1]:.3f}, x_B {(1-r[2])/2:.3f}")
print("tests ok")
```

It prints:

```
Input J = 20.0 meV; J/k = 232.09 K
BW meeting point: kT = 4 J, T = 928.4 K, x_B = 0.5
BW disorder-L12 coefficient: full 0.6191, law 0.6190
BW L12-L10 coefficient: full 5.5698, law 5.5672
  (both coefficients evaluated near M = 0.01)
BW disorder-L12, disordered x_B=0.45: kT = 3.9751 J
BW disorder-L12, disordered x_B=0.40: kT = 3.8995 J
BW disorder-L12, disordered x_B=0.35: kT = 3.7694 J
BW disorder-L12, disordered x_B=0.30: kT = 3.5782 J
BW disorder-L12, disordered x_B=0.25: kT = 3.3145 J
Pair approx. breaks c >= -1/3 below kT = 2.8854 J
Pair approx. lower bound of 1+4c+11c^2: 0.6364
Tetrahedron L10 instability: kT = 1.6324 J at c = -0.2
Tetrahedron L10 transition: kT = 1.8933 J, T = 439.4 K
  ratio BW/tetrahedron = 2.113; L10 amplitude jump = 0.8467
  disorder: c = -0.1885, E = -1.1312 J, S/k = 0.4872
  L10: c = -0.2732, E = -1.6392 J, S/k = 0.2189
  random-mixing entropy ln 2 = 0.6931 k
  F disorder: BW -1.3123 J, tetrahedron -2.0536 J
  F L10: BW -2.0294 J, tetrahedron -2.0536 J
  lowering: disorder 0.7413 J, L10 0.0243 J
Tetrahedron L12 maximum: kT = 1.9430 J, T = 450.9 K
  at h = 7.58 J, x_B = 0.266
Disorder-L12-L10 equal Phi: kT = 1.612 J, T = 374 K
  h = 2.754 J
  x_B: disorder 0.415, L12 0.415, L10 0.424
  lower-symmetry search: lowest Phi minus these = -1.3e-15 J
  its sublattice means: -0.364 0.349 0.349 0.349
16-site check, kT=4 J, h=1 J: c exact -0.1985, MC -0.1974
Monte Carlo sites: 2048
kT=4 J, h=0: c MC -0.1373, tetrahedron -0.1318, BW 0
kT=2 J, h=0: c MC -0.2031, tetrahedron -0.1843, BW disorder 0
  tetrahedron/MC ratio of c: 0.960 (4 J), 0.907 (2 J)
  MC long-range order at kT=2 J: 0.097
MC long-range order at kT = 1.5 J (perfect L10 1, L12 0.866):
  h=0, L10 start: order 0.979, x_B 0.500
  h=4 J, L10 start: order 0.113, x_B 0.375
  h=4 J, L12 start: order 0.121, x_B 0.375
  h=8 J, L12 start: order 0.849, x_B 0.253
tests ok
```
